# Argon breakdown in a transverse magnetic field: the equivalent-pressure approximation

**Setting.** Argon at pressure $p$ and 300 K fills a gap $d=1$ cm between wide plane electrodes. The electric field $E=V/d$ is uniform, and a uniform magnetic field $B$ lies parallel to the plates. Let $\omega_c=eB/m$ be the electron cyclotron frequency, $\nu$ the momentum-transfer collision frequency at the actual pressure, and $h=\omega_c/\nu$. Each ion reaching the cathode releases on average $\gamma=0.01$ electrons. Until part (e), $\gamma$ is taken to be independent of $B$.

Without a magnetic field, the number of ionizations per electron and per centimetre of advance is represented by

$$\alpha=pC\exp\!\left(-D\sqrt{p/E}\right),$$

with $C=29.2$ /(cm Torr) and $D=26.6$ V$^{1/2}$/(cm Torr)$^{1/2}$. These are rough values for argon, usable for $E/p$ below roughly 700 V/(cm Torr).

## (a) The equivalent pressure

**Question.** Assume that $\nu$ is independent of electron energy, that scattering is isotropic, and that the energy gained in one free flight is small compared with the electron energy. Show how a magnetic field changes the pressure that enters $\alpha$.

**Answer.** Let $x$ point towards the anode and write $a=eE/m$. With $y$ chosen along the sideways drift, the equations of motion are

$$\dot v_x=a-\omega_c v_y,\qquad \dot v_y=\omega_c v_x .$$

Isotropic scattering makes the mean velocity zero at the start of a flight. The mean displacement after time $t$ is therefore that of an electron starting from rest:

$$x=\frac{a}{\omega_c^2}(1-\cos\omega_ct),\qquad
y=\frac{a}{\omega_c^2}(\omega_ct-\sin\omega_ct).$$

Flight times have probability density $\nu e^{-\nu t}$, which gives

$$\langle t\rangle=\frac1\nu,\quad
\langle\cos\omega_ct\rangle=\frac{\nu^2}{\nu^2+\omega_c^2},\quad
\langle\sin\omega_ct\rangle=\frac{\nu\omega_c}{\nu^2+\omega_c^2}.$$

Hence $\langle x\rangle=a/(\nu^2+\omega_c^2)$. There are $\nu$ flights per unit time, so the forward drift is

$$v_E=\nu\langle x\rangle=\frac{eE}{m\nu}\,\frac1{1+h^2}.$$

In the same way, $\nu\langle y\rangle=a\omega_c/(\nu^2+\omega_c^2)=hv_E$. In this constant-$\nu$ model, an electron at $h=1$ drifts 1 cm sideways while crossing the 1 cm gap, which is why the plates must be wide. When $\nu$ depends on energy, the sideways distance can differ.

The magnetic force does no work, so the mean heating power is

$$eEv_E=\frac{e^2E^2}{m\nu(1+h^2)}.$$

The spread of the energy gains also matters. An initial velocity $(v_{x0},v_{y0})$ adds $[v_{x0}\sin\omega_ct-v_{y0}(1-\cos\omega_ct)]/\omega_c$ to $x$. For isotropic directions, $\langle v_{x0}^2\rangle=\langle v_{y0}^2\rangle=v^2/3$ and the cross term vanishes. To leading order in the field,

$$\langle(\Delta\varepsilon)^2\rangle
=e^2E^2\frac{v^2}{3\omega_c^2}\,2\left(1-\langle\cos\omega_ct\rangle\right)
=\frac{2e^2E^2v^2}{3\nu^2(1+h^2)}.$$

For small energy steps, the mean and the spread determine the heating. Both are those of a field $E/\sqrt{1+h^2}$ acting without $B$.

All collision rates are proportional to $p$ at fixed gas temperature, so $\nu=\kappa p$. Heating rates scale as $p$ times a function of $E/(p\sqrt{1+h^2})$. The shape of the energy distribution thus depends on this ratio alone, and the ionization frequency is

$$\nu_i=p\,G(E/p_e),\qquad p_e=p\sqrt{1+h^2}.$$

If density-gradient corrections are neglected, the electron flux $nv_E$ grows at the rate $\nu_in$ per unit length. Therefore

$$\alpha=\frac{\nu_i}{v_E}
=\frac{m\kappa p^2(1+h^2)}{eE}G\!\left(\frac E{p_e}\right)
=p_e\left[\frac{m\kappa p_e}{eE}G\!\left(\frac E{p_e}\right)\right].$$

The bracket depends only on $E/p_e$ and is the same function as at $B=0$. The magnetic field replaces $p$ by $p_e$ in $\alpha$, while the actual gas pressure stays at $p$.

## (b) Breakdown voltages at $h=1$

**Question.** Find the breakdown voltages with and without the magnetic field for $pd=0.5$ and $5$ Torr cm. Hold $p$ and $d$ fixed within each comparison.

**Answer.** One electron leaving the cathode produces $e^{\alpha d}-1$ ions. The discharge sustains itself when these release one new electron:

$$\gamma(e^{\alpha d}-1)=1
\quad\Longrightarrow\quad
\alpha d=L,\qquad L=\ln(1+1/\gamma)=4.615 .$$

Put $X=p_ed$ and $E=V/d$. Then $CX\exp(-D\sqrt{X/V})=L$. Taking the logarithm gives $D\sqrt{X/V}=\ln(CX/L)$, so

$$V=\frac{D^2X}{[\ln(CX/L)]^2},\qquad CX>L .$$

At $h=1$, $p_e=\sqrt2\,p$. For the smaller $pd$,

$$V_0=\frac{26.6^2(0.5)}{[\ln(29.2\times0.5/4.615)]^2}=267\ \text{V},$$

$$V_B=\frac{26.6^2(0.7071)}{[\ln(29.2\times0.7071/4.615)]^2}=223\ \text{V}.$$

The voltage falls by 16% relative to $V_0$. For the larger $pd$,

$$V_0=\frac{26.6^2(5)}{[\ln(29.2\times5/4.615)]^2}=296\ \text{V},$$

$$V_B=\frac{26.6^2(7.071)}{[\ln(29.2\times7.071/4.615)]^2}=346\ \text{V},$$

a rise of 17%. The four values of $E/p_e$ are 533, 315, 59 and 49 V/(cm Torr), within the stated range of the fit.

The familiar form $\alpha=pC'\exp(-D'p/E)$ gives $V=D'X/\ln(C'X/L)$. With the rough values $C'=12$ /(cm Torr) and $D'=180$ V/(cm Torr), the voltages change from 343 to 209 V and from 351 to 437 V. The signs agree, but the sizes differ considerably. Some of these points lie outside the usual range of that fit, roughly 100 to 600 V/(cm Torr).

## (c) Where the effect changes sign

**Question.** Using the main fit, find the $pd$ at which the field with $h=1$ leaves the voltage unchanged. For what $\gamma$ does it still lower the voltage at 0.5 Torr cm?

**Answer.** Let $x=pd$ and $w=\ln(Cx/L)>0$. Multiplying the pressure by $\sqrt2$ adds $\tfrac12\ln2$ to the logarithm, so

$$\frac{V_B}{V_0}=\sqrt2\left[\frac{w}{w+\frac12\ln2}\right]^2 .$$

This ratio increases with $w$. It equals one when $2^{1/4}w=w+\frac12\ln2$, or

$$w_*=\frac{\frac12\ln2}{2^{1/4}-1}=1.83,\qquad
x_*=\frac LCe^{w_*}=0.987\ \text{Torr cm}.$$

The field lowers $V$ below $x_*$ and raises it above. The zero-field minimum follows from

$$\frac{d\ln V}{d\ln x}=1-\frac2w=0,$$

which gives $w=2$ and $x=e^2L/C=1.17$ Torr cm. The crossing lies to the left of the minimum because a finite step in pressure can carry the gap across the minimum and up the other side. For $x\to\infty$ at fixed $h=1$, the ratio tends to $\sqrt2$.

At $x=0.5$ Torr cm, lowering requires $w<w_*$, or

$$L>Cxe^{-w_*}=2.34,
\qquad \gamma<\frac1{e^{2.34}-1}\approx0.107 .$$

The second fit puts this limit at 0.080. The lowering is therefore conditional on the cathode: a sufficiently large yield reverses it. Conversely, if $L\geq Cx$, the model has no finite zero-field breakdown voltage with which to compare.

## (d) Energy spent on each ion pair

**Question.** A separate calculation takes $E=V_0/d$ from part (b) and gives the energies below. Derive an energy balance and use it to explain both signs.

| $pd$ (Torr cm) | Field | Mean energy (eV) | Excitation loss per ion pair (eV) |
|---|---|---:|---:|
| 0.5 | $B=0$ | 23.8 | 7.4 |
| 0.5 | $h=1$ | 16.7 | 9.2 |
| 5 | $B=0$ | 7.7 | 34.9 |
| 5 | $h=1$ | 5.0 | 45.4 |

The calculation uses analytic fits to argon cross sections, with $\nu$ depending on energy. It treats the velocity distribution as nearly isotropic, discretizes the energy equation and finds the solution growing in time by matrix diagonalization. The two electrons leaving an ionization share the remaining energy equally, and the growth rate is not added to $\nu$. These choices matter beyond the digits shown. Adding the growth rate changes the first row to 22.6 and 7.7 eV. Uniform random sharing lowers the mean energies at $h=1$ to 15.4 and 4.5 eV and raises the low-pressure error of the rule quoted below from 1% to 5%. Neither change reverses the sign of the effect on $\alpha$. Here $h=1$ means $\omega_c=eE/(mv_E)$, with $v_E$ computed at $B=0$. This gives $\nu=4.75\times10^9$ s$^{-1}$ and $B=27$ mT in the first case, and $3.89\times10^{10}$ s$^{-1}$ and 221 mT in the second. In the second case the label is nominal: with $\nu$ taken at the mean energy, $\omega_c/\nu$ is 1.3 at $B=0$ and 2.4 in the field, while in the first case it stays close to 1.

**Answer.** Let $N_e$ electrons have mean energy $\bar\varepsilon$. Neglect elastic recoil loss, and let $I$ and $U_x$ be the ionization and excitation thresholds. The total electron energy obeys

$$\frac{d(N_e\bar\varepsilon)}{dt}
=N_e(eEv_E-\nu_iI-\nu_xU_x).$$

In steady exponential growth, $\bar\varepsilon$ is constant and $dN_e/dt=\nu_iN_e$. The left side is $\nu_iN_e\bar\varepsilon$. Dividing by $\nu_iN_e$ and using $\alpha=\nu_i/v_E$ gives

$$\frac{eE}{\alpha}=I+\bar\varepsilon+U_x\frac{\nu_x}{\nu_i}.$$

The mean energy appears because each new electron must be brought up to it. With $I=15.8$ eV, the cost per ion pair at 0.5 Torr cm changes from $15.8+23.8+7.4=47.0$ eV to $15.8+16.7+9.2=41.7$ eV. Cooling saves more energy than the added excitation consumes. At fixed $E$, $\alpha$ rises from $266.7/47.03=5.67$ to $6.40$ cm$^{-1}$.

At 5 Torr cm the cost rises from 58.4 to 66.2 eV, because excitation takes a larger share. Then $\alpha$ falls from 5.08 to 4.48 cm$^{-1}$. Where $\alpha$ increases with voltage, as in the fit of part (b), these changes mean a lower and a higher breakdown voltage respectively.

At 0.5 Torr the small-step assumption of part (a) is not met. For an electron at the mean energy and $B=0$, the spread formula gives a typical energy change of 13 eV per flight, against a mean energy of 23.8 eV. The equivalent pressure is therefore only an approximation there. Within its nearly isotropic treatment, this calculation also estimates the error of the rule. At $p_e$ and $B=0$ it gives 6.31 and 3.96 cm$^{-1}$, against 6.40 and 4.48 cm$^{-1}$ with $B$ included directly. The rule is thus 1% low in the first case and 12% low in the second, relative to the direct values. It overstates the loss of ionization at high $pd$, so the 17% voltage rise is probably too large on this account. Changing $V$ at fixed $B$ until the computed $\alpha$ returns to its zero-field value gives about 230 V and 319 V, a fall of 14% and a rise of only about 8%.

The calculation is not an exact reference. Its zero-field $\alpha$ exceeds the required 4.615 cm$^{-1}$ by 23% and 10%. A rough measure of the neglected gradients is $\alpha D_e/v_E$, where $D_e$ is the average of $v^2/(3\nu)$ over the computed energy distribution; at $B=0$ this is 0.37 and 0.16. The diffusion coefficient along $E$ can differ from this $D_e$, because the energy distribution also changes along the density gradient. Solving the same nearly isotropic equations for steady growth in space lowers $\alpha$ to about 4.9 and 5.3 cm$^{-1}$ at 0.5 Torr and to 4.7 and 4.05 cm$^{-1}$ at 5 Torr, without and with $B$. Most of the excess over 4.615 cm$^{-1}$ disappears, both signs remain, and the error of the rule becomes about 0% and 8%.

## (e) The cathode and a real gap

**Question.** Which neglected effects could change the conclusion, and how large are they here?

**Answer.** An emitted electron can follow a cycloid back to the cathode. Starting from rest, its greatest distance is $2a/\omega_c^2$, so its greatest energy is $2m(E/B)^2$. This is about 11 eV in the first case but only 0.2 eV in the second, where argon scatters electrons weakly.

Integrating the collision frequency along the path, with the same cross sections and $E=V_0/d$, gives the chance of a collisionless return. For electrons starting from rest it is 6% at 0.5 Torr and 97% at 5 Torr. For normal emission at a rough 3 eV it is 2% and 44%.

If the 3 eV electrons that return without a collision are all absorbed, and nothing else changes, $\gamma$ falls by these fractions and $V_B$ becomes 224 and 368 V. Evaluating the return at the field $V_B/d$ instead of $V_0/d$ gives about 225 and 367 V. Electrons that return after a collision are not counted, so the loss may be larger. Some return in this way even at $B=0$, and only the additional loss caused by the magnetic field affects the comparison. The loss reinforces the rise at high $pd$. At low $pd$ it opposes the lowering. To cancel it, breakdown in the magnetic field would have to occur at $V_0=267$ V, where the fit gives $\alpha d=5.249$. The required yield is $1/(e^{5.249}-1)=0.0053$, a 47% reduction, far above the collisionless losses estimated here. Returns after collisions are more important than the collisionless ones. Following 3 eV electrons through isotropic scattering with the same cross sections, at $E=V_0/d$ and with absorption at the cathode, the returning fraction rises from 14% to 27% at 0.5 Torr and from 62% to 88% at 5 Torr when $B$ is applied. The additional losses are about 15% and 70%, which put $V_B$ near 233 and 390 V. The lowering at low $pd$ is reduced but survives.

An electron starting from rest must also travel at least $I/(eE)$ towards the anode before it can ionize. The effective delay depends on collisions and can be longer at low pressure. As a simple estimate, take the delay equal to $I/(eE)$. Replacing $\alpha d=L$ by $\alpha[d-I/(eE)]=L$ changes the voltage pairs to 294 and 244 V, and to 306 and 355 V. In this estimate the levels shift by up to about 10%, but both signs remain.

Real cathodes break the assumption of a fixed $\gamma$: surface condition changes it, and in the estimate above the collisionless return of 3 eV electrons moves the high-pressure result from 346 to about 368 V, and returns after collisions move it to about 390 V. Narrow electrodes also lose electrons through the sideways drift, an effect not included in these voltages.
